# Why integer moments fix hydrogen's mean excitation energy but not its Bethe logarithm

**The exponent from dimensions**

A free electron at rest cannot absorb a photon of high energy $\omega$ in the dipole approximation. The nucleus must supply the momentum, so to leading order the amplitude contains the nuclear attraction $Ze^2$ once, together with the amplitude $\psi(0)$ for finding the electron at the nucleus. The oscillator strength per unit energy is then

$$\frac{df}{d\omega}\propto |\psi(0)|^2\,(Ze^2)^2\,\omega^{-q}.$$

Let $\hbar$ and the electron mass be pure numbers. Energy then has dimension $L^{-2}$, $Ze^2$ has $L^{-1}$, $|\psi(0)|^2$ has $L^{-3}$, and $df/d\omega$ has $L^{2}$. Matching powers gives $-3-2+2q=2$, so $q=7/2$. This presumes $\psi(0)\neq0$, as for an s state, and carries the nonrelativistic dipole form to all $\omega$, as the definitions below do; the true absorption of an atom departs from it once retardation and relativity matter. The moment

$$S(\mu)=\sum f\,\omega^\mu ,$$

in which the sum includes the continuum, therefore converges for $\mathrm{Re}\,\mu<5/2$ and diverges at $5/2$.

Two quantities are slopes of $S$, because $S'(\mu)=\sum f\omega^\mu\ln\omega$. The mean excitation energy $I$ obeys $\ln I=S'(0)/S(0)$. The Bethe logarithm averages $\ln\omega$ with weight $|\mathbf p|^2\omega\propto f\omega^2$, so $\ln k_0=S'(2)/S(2)$. One slope is taken $5/2$ from the singularity, the other $1/2$.

**The moments of the model**

Take hydrogen 1s with a fixed point nucleus and no relativity, with energies in rydbergs and lengths in bohr. Then $H=-\nabla^2-2/r$, $\psi=e^{-r}/\sqrt\pi$ and $f=\tfrac{\omega}{3}|\langle\mathbf r\rangle|^2$. Let $A=H-E_0$ act on p-type functions $\hat{\mathbf r}\,P(r)e^{-r}$. Differentiation gives

$$A\,r^j=2j\,r^{j-1}-[j(j+1)-2]\,r^{j-2},$$

so $Ar=2$ and $A^2r=4/r^2$. Each factor $\omega$ in a moment can be replaced by an $A$:

$$S(a+b-1)=\tfrac43\int_0^\infty (A^ar)(A^br)\,e^{-2r}r^2dr .$$

The boundary terms vanish for the cases used. Hence

- $S(0)=\tfrac43\int 2r^3e^{-2r}dr=1$,
- $S(1)=\tfrac43\int4r^2e^{-2r}dr=\tfrac43$,
- $S(2)=\tfrac43\int8e^{-2r}dr=\tfrac{16}{3}$,
- $S(-1)=\tfrac43\int r^4e^{-2r}dr=1$.

Since $A(r/2+r^2/4)=r$, also $S(-2)=\tfrac43(\tfrac12\cdot\tfrac34+\tfrac14\cdot\tfrac{15}{8})=\tfrac98$. But $S(3)$ is the norm of $A^2r$, whose integrand $16e^{-2r}/r^2$ diverges at the nucleus. The last finite integer moment is $S(2)$.

**The pole and its companions**

Let $\omega=1+k^2$. The p wave of energy $k^2$ is

$$g=N\,r\,e^{-ikr}M(2+i/k,\,4,\,2ikr),$$

where $M$ is Kummer's function. At large $r$, $M$ gives $g$ the amplitude $3Ne^{-\pi/2k}/(k^2r|\Gamma(2+i/k)|)$. Normalization per unit energy requires $1/(r\sqrt{\pi k})$. With $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$ this gives

$$N^2=\frac{2\omega}{9(1-e^{-2\pi/k})}.$$

The radial 1s function is $2e^{-r}$. Using $Ar=2$, the radial dipole element $R$ obeys

$$\omega R=4N\int_0^\infty r^3e^{-(1+ik)r}M\,dr=\frac{24N}{(1+ik)^4}\left(\frac{1-ik}{1+ik}\right)^{-2-i/k}=\frac{24N}{\omega^2}e^{-2\arctan k/k}.$$

Here $M$ was integrated term by term: the factorials cancel and leave a binomial series, which is continued analytically to all $k>0$. Then $df/d\omega=\tfrac{\omega}{3}R^2$ is

$$\frac{df}{d\omega}=\frac{2^7}{3\,\omega^4}\,\frac{e^{-4\arctan k/k}}{1-e^{-2\pi/k}} .$$

For a bound level, $ik$ becomes $1/n_b$ and $N^2$ becomes the bound normalization $4(n_b^2-1)/(9n_b^5)$. With $\omega=1-n_b^{-2}$ the line strength is

$$f_{n_b}=\frac{2^8}{3n_b^3\omega^4}\left(\frac{n_b-1}{n_b+1}\right)^{2n_b}.$$

For large $\omega$ put $\eta=1/k$. Then $-4\eta\arctan k=-2\pi\eta+4\eta^2+O(\eta^4)$, and

$$\frac{e^{4\eta^2}}{e^{2\pi\eta}-1}=\frac1{2\pi\eta}\Big[1-\pi\eta+\Big(\frac{\pi^2}{3}+4\Big)\eta^2-4\pi\eta^3+\dots\Big].$$

Inserting $1/\eta=\sqrt\omega\,(1-\tfrac1{2\omega}+\dots)$ gives

$$\frac{df}{d\omega}=\frac{C}{\omega^{7/2}}\Big[1-\frac{\pi}{\omega^{1/2}}+\frac{\pi^2/3+7/2}{\omega}-\frac{4\pi}{\omega^{3/2}}+\dots\Big],\qquad C=\frac{64}{3\pi}.$$

A tail term $c_p\omega^{-p-1}$, integrated from $\omega=1$, contributes $c_p/(p-\mu)$. The remaining parts are analytic further to the right, since $\omega\ge3/4$ keeps $\omega^\mu$ harmless at the low end. So $S$ has its first pole, $C/(5/2-\mu)$, at $5/2$, and its continuation has further poles at $3$, $7/2$ and $4$.

**What the pole does to interpolation**

Interpolate $S$ by the polynomial of degree $n$ through $\mu=2,1,\dots,2-n$. Let $w(\mu)=\prod_{j=0}^n(\mu-2+j)$. If $Q$ interpolates $1/(p-\mu)$, then $1-(p-\mu)Q(\mu)$ has degree $n+1$, vanishes at the nodes and equals 1 at $\mu=p$. It is therefore $w(\mu)/w(p)$, and

$$\frac1{p-\mu}-Q(\mu)=\frac{w(\mu)}{w(p)(p-\mu)} .$$

At a node the slope error is $w'(\mu)/[w(p)(p-\mu)]$. With $w'(2)=n!$, $w'(0)=2(n-2)!$ for $n\ge2$, and $w(p)=\Gamma(n+p-1)/\Gamma(p-2)$, the slope errors are

$$\frac{n!\,\Gamma(p-2)}{(p-2)\Gamma(n+p-1)}\ \ (\mu=2),\qquad \frac{2(n-2)!\,\Gamma(p-2)}{p\,\Gamma(n+p-1)}\ \ (\mu=0).$$

For $p=5/2$ they fall as $2\sqrt\pi\,n^{-1/2}$ and $\tfrac45\sqrt\pi\,n^{-5/2}$. The exponent is the distance from the evaluation point to the pole. Multiplying the first by $C/S(2)=4/\pi$ gives a leading error in $\ln k_0$ of $(8/\sqrt\pi)\,n^{-1/2}=4.51/\sqrt n$.

The same law can be read from the spectrum without continuation. Put $t=1/\omega$ and $x=2-\mu$, so that $\omega^\mu=\omega^2t^x$. The binomial series of $t^x=[1+(t-1)]^x$, cut after the power $n$, is correct at $x=0,\dots,n$, so it is the interpolating polynomial. Its slope at $\mu=2$ replaces $\ln\omega$ by

$$\sum_{k=1}^n\frac{(1-t)^k}{k}.$$

The tail sits at $t\to0$, the edge of convergence of this series. There the weight $f\omega^2$ has density $Ct^{-1/2}$ in $t$, and $\int_0^1t^{-1/2}(1-t)^kdt\approx\sqrt{\pi/k}$. The omitted terms add up to $C\sqrt\pi\sum_{k>n}k^{-3/2}\approx2\sqrt\pi\,C\,n^{-1/2}$, as before.

This form also shows a condition. In an energy unit $u$ one has $t=u/\omega$, and convergence needs $|1-t|\le1$ at the lowest line, $\omega=3/4$. Hence $u\le3/2$ Ry. Rydbergs satisfy this. Within that range the unit changes the constant but not the exponent: the tail density in $t=u/\omega$ gains a factor $u^{-1/2}$, so the leading error is $4.51/\sqrt{un}$ with $u$ in rydbergs. In hartrees, $u=2$, the lowest line has $|1-t|=5/3$ and the scheme diverges: the error of $\ln k_0$ is $-5.3$ at $n=16$ and about $-1.1\times10^4$ at $n=32$.

**Five moments at work**

With $S(2),\dots,S(-2)$, the weighted sums of $(1-t)^k$ for $k=1,\dots,4$ are $4$, $11/3$, $10/3$ and $25/8$. Therefore

$$\ln k_0\approx\frac{3}{16}\Big(4+\frac{11}{6}+\frac{10}{9}+\frac{25}{32}\Big)=1.449 .$$

Integration over the full spectrum gives $\ln k_0=2.98413$, that is $k_0=19.769$ Ry or about 269 eV, and $\ln I=0.09698$, that is $I=1.1018$ Ry or about 15.0 eV. The absolute errors (reference minus estimate) for larger sets are:

| $n$ | in $\ln k_0$ | in $\ln I$ |
|---|---|---|
| 4 | 1.54 | 0.23 |
| 16 | 0.92 | 0.0073 |
| 64 | 0.51 | 0.00025 |
| 256 | 0.267 | 0.0000084 |

The first four poles together predict both errors at $n=256$ to better than one part in a thousand. By the leading law, an error of 0.01 in $\ln k_0$ would need $n\approx2\times10^5$.

Such sets also demand extreme precision. Differentiating the truncated series gives $-[1-(1-t)^n]/t$; integrating back from $t=0$ turns the estimate of $S'(2)$ into

$$S(2)\sum_{k=1}^n\frac1k+\sum_{j=1}^n\frac{(-1)^j}{j}\binom nj S(2-j).$$

The sum of the absolute terms, divided by $S(2)$, is $4.5\times10^3$ at $n=16$ and $4.3\times10^{20}$ at $n=64$. This is the largest factor by which a common bound on the relative errors of the moments can enter $\ln k_0$, with $S(2)$ in the denominator held fixed.

Interpolating $\ln S$ gives $\ln k_0=2.366$ and $\ln I=0.0621$ at $n=4$, closer than plain interpolation in both cases. At $n=256$, $\ln k_0=2.959$ is still 0.026 too low, while $\ln I$ agrees to the printed digits. The logarithm softens the pole to $-\ln(5/2-\mu)$ but leaves a singularity at the same place.

**A limit that no interpolation formula removes**

Suppose that a finite set $S(2),\dots,S(2-n)$ is known, and nothing else except that strengths are positive and $\omega\ge3/4$. Add a line at $t_0=1/\omega_0$ with a small weight $\varepsilon$ in $f\omega^2$. The moments change by $\varepsilon t_0^j$, $j=0,\dots,n$. Changes in the strengths of $n+1$ existing bound lines can cancel this, because their Vandermonde matrix is invertible. For small enough $\varepsilon$ all strengths stay positive, uniformly for $0<t_0\le1$. The added line contributes $\varepsilon\ln(1/t_0)$ to $S'(2)$, which grows without limit as $t_0\to0$, while the compensation stays bounded. The given moments therefore allow no upper bound on $\ln k_0$.

With five moments the effect is large. Seek three lines, one at $t_0$ and two at the roots of $q=t^2+bt+c$, with $(t-t_0)q$ orthogonal to $1$ and $t$ in the weight $f\omega^2$. This is a Radau rule, which reproduces all five moments. For $t_0=0$ the conditions are $1+b+\tfrac43c=0$ and $\tfrac98+b+c=0$, so $b=-\tfrac32$ and $c=\tfrac38$. The weight at $t=0$ is

$$\frac{S(0)+b\,S(1)+c\,S(2)}{c}=\frac{1-2+2}{3/8}=\frac83 ,$$

half of $S(2)$. So $\ln k_0$ grows as $\tfrac12\ln\omega_0$. With the far line at $10^2$, $10^4$ and $10^8$ Ry, $\ln k_0$ is 2.85, 5.04 and 9.65, while $\ln I$ is 0.10595, 0.11019 and 0.11024.

The mean excitation energy is protected because its integrand in the same weight, $g=-t^2\ln t$, vanishes at $t=0$. Its fifth derivative is $-4/t^3<0$. The quartic that meets $g$ at $t_0$ and touches it at the roots of $q$ differs from it by $g^{(5)}(\xi)(t-t_0)q^2/120$. The rule with $t_0=0$ thus gives an upper bound and that with $t_0=4/3$ a lower one:

$$0.0857<\ln I<0.1103 .$$

For $-\ln t$ the fifth derivative is also negative, and $t_0=4/3$ gives $\ln k_0>2.173$. No partner exists at $t_0=0$, where the logarithm is infinite.

The position of the pole is what matters. Were $S(3)$ finite and known, the concavity of the logarithm would give $\ln k_0\le\ln[S(3)/S(2)]$. A pole between 2 and 3 removes that bound and leaves $\mu=2$ at the end of the available nodes.

**Supplying the missing information**

The obstacle is ignorance of the tail, and the tail is known here. Interpolate $S-C/(5/2-\mu)$ and add the slope of the pole back. At $n=4$ this adds $\tfrac4\pi\cdot\tfrac{1536}{945}=2.07$ to the plain estimate, giving 3.52. Removing two, three and four poles gives 2.72, 3.14 and 2.88, which alternate about the reference with shrinking error. The next pole then sets the rate: $n^{-1}$ after one removal, $n^{-3/2}$ after two. The exponents measured between $n=64$ and $256$ are 0.46, 0.94 and 1.43 for zero, one and two poles removed, near the limits $0.5$, $1$ and $1.5$. With four removed, $n=256$ gives 2.98412, within $1.2\times10^{-5}$ of the spectral value.

## Computed values

```
S(2) = 5.333333 Ry^(2)
S(1) = 1.333333 Ry^(1)
S(0) = 1.000000 Ry^(0)
S(-1) = 1.000000 Ry^(-1)
S(-2) = 1.125000 Ry^(-2)
pole coefficient C = 6.790611 Ry^(5/2)
C from S(mu) near 5/2 = 6.79014 Ry^(5/2)
reference ln(k0/Ry) = 2.98412856
reference ln(I/Ry) = 0.09698181
k0 = 19.76927 Ry = 268.975 eV
I = 1.101840 Ry = 14.9913 eV
Plain interpolation, error = reference - estimate (no unit):
 n=4: ln k0 error 1.53556, ln I error 2.255e-01
 n=16: ln k0 error 0.92014, ln I error 7.274e-03
 n=64: ln k0 error 0.50753, ln I error 2.515e-04
 n=256: ln k0 error 0.26725, ln I error 8.435e-06
four-pole prediction n=256: ln k0 0.26724, ln I 8.434e-06
decay exponent n=64 to 256, ln I: 2.449
decay exponent, ln k0, 0 poles removed: 0.463
decay exponent, ln k0, 1 poles removed: 0.943
decay exponent, ln k0, 2 poles removed: 1.426
leading law: ln k0 error = 4.5135 / sqrt(n)
n for ln k0 error 0.01 by leading law: 2.037e+05
Five moments (n=4), poles removed: ln k0, ln I estimates:
 0: 1.44857, -0.12847
 1: 3.51809, 0.23944
 2: 2.71809, 0.00241
 3: 3.14390, 0.16462
 4: 2.87723, 0.04610
n=256, 4 poles removed: ln k0 = 2.9841166
Interpolation of ln S: ln k0, ln I estimates:
 n=4: 2.36617, 0.062105
 n=16: 2.80352, 0.096517
 n=64: 2.92493, 0.096975
 n=256: 2.95858, 0.096982
hartree-unit ln k0 error, n=16: -5.267e+00
hartree-unit ln k0 error, n=32: -1.064e+04
sum of absolute terms / S(2), n=16: 4.526e+03
sum of absolute terms / S(2), n=64: 4.319e+20
five-moment bounds on ln I: 0.08574 to 0.11024
five-moment lower bound on ln k0: 2.17306
share of S(2) movable to infinite energy: 0.50000
Same five moments, one line at far energy: ln k0, ln I:
 1e2 Ry: 2.85389, 0.10595
 1e4 Ry: 5.04342, 0.11019
 1e8 Ry: 9.64563, 0.11024
```
